# Thickness oscillations from two equally decaying states in a tunnel barrier

## 1. The case that can be seen at a glance

Let an electron cross a barrier of thickness \(d\) through two states with wavevectors \(q+i\kappa\) and \(-q+i\kappa\). Both shrink as \(e^{-\kappa d}\), but their phases turn in opposite senses. If they enter and leave with the same real amplitude \(A\), the transmitted amplitude is

\[
\tau=Ae^{-\kappa d}\left(e^{iqd}+e^{-iqd}\right)=2Ae^{-\kappa d}\cos qd ,
\]

and the transmission is

\[
T=4A^2e^{-2\kappa d}\cos^2 qd=2A^2e^{-2\kappa d}\,[1+\cos 2qd].
\]

The bracket oscillates with period \(\pi/q\) and the prefactor is the envelope. Neither state oscillates in intensity alone; the cosine is their cross term.

For general complex amplitudes \(A_1,A_2\) and real wavevectors \(q_1,q_2\),

\[
T=e^{-2\kappa d}\left[|A_1|^2+|A_2|^2+2|A_1A_2|\cos(\Delta q\,d+\phi_{12})\right],
\]

with \(\Delta q=q_1-q_2\) and \(\phi_{12}=\arg(A_1A_2^*)\). This assumes coherent elastic transport and no slower-decaying state. It also drops waves that reflect at the far interface, return and cross again. Such a round trip multiplies the amplitude by a factor of order \(e^{-2\kappa d}\).

Two conditions matter.

**Equal decay.** If state 2 decays faster by \(\delta>0\) and \(|A_1|=|A_2|\), the contrast (oscillation amplitude over mean) is \(2e^{-\delta d}/(1+e^{-2\delta d})=1/\cosh\delta d\). The oscillation is lost beyond \(d\sim1/\delta\).

**Shared channels.** With several lead channels, \(A_j\) becomes a matrix \(o_j i_j^\dagger\), where \(i_j\) describes entry and \(o_j\) exit. Summing over channels gives the cross term

\[
\mathrm{Tr}(A_1A_2^\dagger)=(o_2^\dagger o_1)(i_1^\dagger i_2).
\]

It vanishes if the states are orthogonal at either interface. States of different symmetry, which couple to different channels, therefore do not interfere in the total transmission.

## 2. A barrier that has such a pair

The barrier has \(N\) layers of spacing \(a\), with two orbitals per layer. Energies are measured from midgap, and the in-plane wavevector is fixed. Take

\[
H=\xi\sigma_z+V\sigma_x,\qquad \xi(k)=D-2t\cos ka ,
\]

with \(t,V>0\). The Pauli matrices act on the orbitals. Since \(\sigma_z\) and \(\sigma_x\) anticommute, \(H^2=\xi^2+V^2\). A state at energy \(E\) obeys \(\xi^2=E^2-V^2\), so for \(|E|<V\)

\[
\xi=\pm is,\qquad s=\sqrt{V^2-E^2}.
\]

Write \(\theta=(q+i\kappa)a\) with \(q,\kappa>0\). For \(\xi=+is\), \(2t\cos\theta=D-is\). Because \(\cos\theta=\cos qa\cosh\kappa a-i\sin qa\sinh\kappa a\),

\[
\cos qa\cosh\kappa a=\frac{D}{2t},\qquad \sin qa\sinh\kappa a=\frac{s}{2t}.
\]

For \(\xi=-is\) the right side is conjugated, and the decaying solution is \(-\theta^*=(-q+i\kappa)a\): the same \(\kappa\), the opposite \(q\). Hence \(\Delta q=2q\).

To solve for \(\kappa\), set \(x=\sinh^2\kappa a\), \(c=D/2t\), \(b=s/2t\). From \(\cos^2qa+\sin^2qa=1\),

\[
\frac{c^2}{1+x}+\frac{b^2}{x}=1\;\Rightarrow\; x^2+(1-c^2-b^2)x-b^2=0 ,
\]

whose positive root is needed. In code, the principal arccosine of \((D-is)/2t\) returns the required branch.

Two limits help. For \(D=0\), \(qa=\pi/2\) and \(\sinh\kappa a=s/2t\): the oscillation is an even–odd effect in the number of layers, whose size depends on the phase set by the couplings and can vanish (Section 4). As \(|E|\to V\), \(s\to0\). Then \(\kappa\to0\) if \(|D|<2t\), because a band edge is reached, while \(q\to0\) and the period diverges if \(D>2t\).

### Equal decay without fine tuning

Let the orbitals have diagonal energies \(D_c-2t_cX\) and \(-D_v+2t_vX\), with \(X=\cos ka\) and \(t_c,t_v>0\). With \(P=D_c-E\) and \(Q=D_v+E\), the condition \(\det(H-E)=0\) is

\[
(P-2t_cX)(Q-2t_vX)=-V^2,
\]
\[
4t_ct_vX^2-2(Pt_v+Qt_c)X+PQ+V^2=0 .
\]

A quarter of the discriminant is

\[
(Pt_v+Qt_c)^2-4t_ct_v(PQ+V^2)=(Pt_v-Qt_c)^2-4t_ct_vV^2 .
\]

The coefficients are real, so when this is negative the roots \(X\) are conjugates and the decay rates are equal. The condition for such a conjugate pair is

\[
|(D_c-E)t_v-(D_v+E)t_c|<2V\sqrt{t_ct_v}.
\]

For \(D_c=2.0\), \(D_v=1.5\), \(t_c=2.0\), \(t_v=1.2\) and \(V=4.0\) eV it reads \(|0.6+3.2E|<12.39\) with \(E\) in eV, or \(-4.06<E<3.69\) eV. Transfer-matrix eigenvalues, tested every 0.1 eV from \(-6\) to 6 eV, show the equal-decay pair from \(-4.0\) to 3.6 eV and at no grid point outside the window.

## 3. The isolated barrier

On \(N\) layers with open ends, \(\xi\) is a matrix with diagonal \(D\) and neighbour elements \(-t\). It commutes with \(\sigma_x,\sigma_z\), so \(H^2=\xi^2+V^2\) still holds, and

\[
G_0=(E-H)^{-1}=\frac{E+H}{E^2-H^2}=-\frac{E+V\sigma_x+\xi\sigma_z}{\xi^2+s^2}.
\]

Define \(R=(\xi-is)^{-1}=(\xi+is)/(\xi^2+s^2)\). As \(\xi\) is real, \(\mathrm{Re}\,R=\xi/(\xi^2+s^2)\) and \(\mathrm{Im}\,R=s/(\xi^2+s^2)\), element by element. Thus

\[
G_0=-(E+V\sigma_x)\frac{\mathrm{Im}\,R}{s}-\sigma_z\,\mathrm{Re}\,R .
\]

The matrix \(\xi-is\) has diagonal \(2t\cos\theta\). Its determinant for \(m\) layers obeys \(\Delta_m=2t\cos\theta\,\Delta_{m-1}-t^2\Delta_{m-2}\), with \(\Delta_0=1\) and \(\Delta_1=2t\cos\theta\). The solution is \(\Delta_m=t^m\sin((m+1)\theta)/\sin\theta\). The corner cofactor is \(t^{N-1}\), since its sign \((-1)^{N+1}\) cancels that of \((-t)^{N-1}\). With \(n=N+1\),

\[
R_{N1}=\frac{\sin\theta}{t\sin n\theta},\qquad R_{11}=\frac{\Delta_{N-1}}{\Delta_N}=\frac{\sin N\theta}{t\sin n\theta}.
\]

For a thick barrier \(e^{-in\theta}\) dominates, \(\sin n\theta\to\tfrac{i}{2}e^{-in\theta}\), and

\[
R_{N1}\to-\frac{2i}{t}\sin\theta\,e^{in\theta},\qquad R_{11}\to\frac{e^{i\theta}}{t}.
\]

## 4. Attaching the leads

Each lead is a one-orbital chain with band centre \(\varepsilon_l\), hopping \(-t_l\) and \(E=\varepsilon_l-2t_l\cos k_l\). Its surface Green function obeys \(g=1/(E-\varepsilon_l-t_l^2g)\), with outgoing solution \(g=-e^{ik_l}/t_l\). Real vectors \(u\) (left) and \(w\) (right) couple the lead surface sites to the two orbitals of the end layers.

A unit incoming wave on the isolated left lead, whose wavefunction vanishes one site beyond the surface, is \(e^{ik_lm}-e^{2ik_l}e^{-ik_lm}\). At the surface, \(m=0\), it equals \(1-e^{2ik_l}=-2ie^{ik_l}\sin k_l\). This drives the barrier through \(u\). The amplitude at the right lead surface is \(g\,(w\cdot G_{N1}u)\) times the drive. The leads have equal velocities, so its squared modulus is the transmission:

\[
T=\Gamma^2|w\cdot G_{N1}u|^2,\qquad \Gamma=\frac{2\sin k_l}{t_l}=-2\,\mathrm{Im}\,g .
\]

Here \(G\) includes the leads. Let \(M\) be the \(2\times2\) matrix of \(G_0\) between the vectors \(u\) on layer 1 (L) and \(w\) on layer \(N\) (R). Dyson's equation gives \(M(1-gM)^{-1}\) for the full \(G\), and \(M_{LR}=M_{RL}\), so its RL element is

\[
w\cdot G_{N1}u=\frac{M_{RL}}{(1-gM_{LL})(1-gM_{RR})-g^2M_{RL}^2}.
\]

The numerator is \(M_{RL}(1-gM_{RR})+M_{RR}\,gM_{RL}=M_{RL}\). From Section 3,

\[
M_{RL}=-\alpha\,\mathrm{Im}R_{N1}-\beta\,\mathrm{Re}R_{N1}=-\mathrm{Re}[(\beta-i\alpha)R_{N1}],
\]
\[
\alpha=\frac{w\cdot(E+V\sigma_x)u}{s},\qquad \beta=w\cdot\sigma_zu .
\]

\(M_{LL}\) follows with \(w\to u\) and \(R_{N1}\to R_{11}\), and \(M_{RR}\) with \(u\to w\) and the same \(R_{11}\).

### The thick-barrier law

Replace \(R_{11}\) by its limit \(e^{i\theta}/t\) in \(M_{LL}\) and \(M_{RR}\), which then no longer depend on \(N\). Insert the limit of \(R_{N1}\) in \(M_{RL}\) and use \(i(\beta-i\alpha)=\alpha+i\beta\):

\[
M_{RL}\to\mathrm{Re}[Ce^{in\theta}],\qquad C=\frac{2}{t}(\alpha+i\beta)\sin\theta .
\]

Let \(d=na=(N+1)a\), the distance between the lead surface sites, and \(\phi=\arg C\). Then \(M_{RL}=|C|e^{-\kappa d}\cos(qd+\phi)\). The term \(g^2M_{RL}^2\) is of order \(e^{-2\kappa d}\) and drops out. With \(2\cos^2y=1+\cos2y\),

\[
T=T_0e^{-2\kappa d}[1+\cos(2qd+2\phi)],
\]
\[
T_0=\frac{\Gamma^2|C|^2}{2|(1-gM_{LL})(1-gM_{RR})|^2}.
\]

The real part is half of \(Ce^{in\theta}\) plus half of its conjugate. Real couplings and one channel per lead therefore force equal weights and full contrast of the cosine in this limit. Whole layers only sample that cosine. For \(D=0\), \(\sin\theta\) is real and the bracket is \(1+(-1)^n\cos2\phi\) with \(\cos2\phi=(\alpha^2-\beta^2)/(\alpha^2+\beta^2)\), so the visible even–odd contrast vanishes when \(|\alpha|=|\beta|\). The expansion needs \(|gC|^2e^{-2\kappa d}\) to be small compared with \(|(1-gM_{LL})(1-gM_{RR})|\). The finite-\(N\) changes of \(gM_{LL}\) and \(gM_{RR}\), also of order \(e^{-2\kappa d}\), must be small compared with \(|1-gM_{LL}|\) and \(|1-gM_{RR}|\). Since \(M_{LL}\) is real, \(|1-gM_{LL}|=|e^{-ik_l}+M_{LL}/t_l|\ge\sin k_l\), and likewise on the right. These factors can therefore be small only near a lead band edge, where \(\sin k_l\to0\).

## 5. Several channels

Suppose each of the two orbitals at each end couples weakly to its own channel with rate \(\gamma\). To leading order \(T=\gamma^2\,\mathrm{Tr}(G_0G_0^\dagger)\) for the end-to-end block. With \(R_{N1}=re^{i\chi}\), the mixed terms vanish because \(\mathrm{Tr}\,\sigma_z=\mathrm{Tr}\,\sigma_x\sigma_z=0\), leaving

\[
T=2\gamma^2r^2\left[\cos^2\chi+h\sin^2\chi\right]=\gamma^2r^2[(1+h)+(1-h)\cos2\chi],
\]

where \(h=(E^2+V^2)/(V^2-E^2)\). For thick barriers \(r^2\propto e^{-2\kappa d}\) and \(\chi=qd+\text{const}\), so the contrast is

\[
\frac{h-1}{h+1}=\frac{E^2}{V^2}.
\]

This is the overlap rule of Section 1. The orbital vectors of the two states are \(\chi_\pm=(V,E\mp is)\), each of squared norm \(2V^2\). Their overlap has modulus \(|V^2+(E+is)^2|=2|E||E+is|=2|E|V\), or \(|E|/V\) when normalized. The part of \(G_0\) proportional to \(R\) contains \(E+V\sigma_x+is\sigma_z=\chi_+\chi_+^T/(E-is)\), so the same vector governs entry and exit. One factor \(|E|/V\) arises at each interface. At midgap the states are orthogonal and this channel sum does not oscillate. Full contrast needs a single channel in both leads. With one single-channel lead and one two-channel lead, only one factor remains and the contrast is \(|E|/V\), which again vanishes at midgap.

For \(E/V=0.25\) the prediction is 0.0625. A dense Green-function calculation, fitted over \(N=6\) to 14, gives 0.06250.

## 6. Summing over in-plane wavevectors

A planar junction adds the transmissions of all in-plane wavevectors. Let the in-plane energy \(w_\parallel\ge0\) shift \(D\) to \(D+w_\parallel\), with uniform weight as for an isotropic parabolic dispersion in two dimensions. The couplings and lead propagation are held fixed. Differentiating \(2t\cos\theta=D-is\) gives

\[
\theta'=\frac{d\theta}{dD}=-\frac{1}{2t\sin\theta},\qquad \mathrm{Im}\,\theta'=\frac{\mathrm{Im}\sin\theta}{2t|\sin\theta|^2}.
\]

For \(D>0\), \(\mathrm{Im}\sin\theta=\cos qa\sinh\kappa a>0\). Decay is then slowest at \(w_\parallel=0\), and a thick barrier selects that region. Expanding \(\theta\) to first order there,

\[
\int_0^\infty e^{-2n\,\mathrm{Im}\theta'w_\parallel}dw_\parallel=\frac{1}{2n\,\mathrm{Im}\theta'},\qquad
\int_0^\infty e^{2in\theta'w_\parallel}dw_\parallel=\frac{i}{2n\theta'} .
\]

The first multiplies the mean, the second the oscillating term. Both fall as \(1/n\), so the contrast tends to a constant:

\[
\frac{\mathrm{Im}\,\theta'}{|\theta'|}=\frac{|\mathrm{Im}\sin\theta|}{|\sin\theta|}.
\]

The sum weakens the oscillation and shifts its phase without adding an exponential loss of contrast. For \(D\le0\) this expansion does not apply.

## 7. Worked example

Take \(a=0.21\) nm, \(D=t=2.0\) eV, \(V=4.0\) eV and \(E=1.0\) eV. The gap is \(2V=8.0\) eV, and \(s=\sqrt{16-1}=3.873\) eV. Then \(c=0.5\), \(b^2=0.9375\), and

\[
x^2-0.1875x-0.9375=0\;\Rightarrow\;x=1.067,
\]

so \(\kappa a=0.904\) and \(qa=1.216\). The envelope falls by \(e^{-2\kappa a}=0.164\) per layer. The period is \(p=\pi/q=0.543\) nm, or 2.58 layers.

Whole layers sample the thickness only at multiples of \(a\), where \(2q\) and \(2\pi/a-2q\) give the same cosine apart from the sign of the phase. A period \(p\) thus cannot be told from \(p'\), with \(1/p'=1/a-1/p\); here \(p'=0.343\) nm.

The leads have \(t_l=2.0\) eV and \(\varepsilon_l=0\). For a majority spin on both sides, \(u=w=(1.5,0.5)\) eV, so \(\alpha=(2.5+6.0)/3.873=2.19\) eV\(^2\) and \(\beta=2.0\) eV\(^2\). The resulting values are \(T_0=5.43\) and \(\phi=1.00\) rad. \(T_0\) may exceed 1 because it is an extrapolation to zero thickness.

For \(N=6\), \(d=7a=1.47\) nm and the mean envelope is \(1.72\times10^{-5}\). The phase is \(2(1.2156)(7)+2(0.9995)=19.02\), which is \(6\pi+0.17\), so

\[
T=1.72\times10^{-5}\,(1+0.986)=3.42\times10^{-5}.
\]

This is a bright thickness. At \(N=10\) the bracket is 0.107 and \(T=1.33\times10^{-9}\). From \(N=8\) to \(N=9\) the transmission falls by a factor 5.8; from 9 to 10 it falls by 79.

Recursive Green functions test both forms for three spin configurations and \(N=4\) to 12. The finite-\(N\) formula agrees within \(10^{-8}\) of the mean envelope. The thick formula differs by at most about \(13e^{-2\kappa d}\) times that envelope.

### Magnetoresistance

Let the minority coupling be \((0.5,1.2)\) eV. Spin changes \(T_0\) and \(\phi\), but not \(q\) or \(\kappa\). The phases are 1.00 rad (up–up), \(-0.36\) rad (down–down) and 0.32 rad (up–down). In the ratio

\[
\frac{T_{\uparrow\uparrow}+T_{\downarrow\downarrow}}{2T_{\uparrow\downarrow}}
\]

the common factor \(e^{-2\kappa d}\) cancels and the oscillation remains. At fixed in-plane wavevector the ratio is 6.4 at \(N=5\) and 7.0 at \(N=8\), where the antiparallel bracket is near a minimum (0.11 and 0.14). It is 0.66 at \(N=7\).

After averaging over in-plane energies from 0 to 8 eV, and for \(N=4\) to 10, the magnetoresistance (this ratio minus one) ranges from \(-20\%\) at \(N=7\) to \(51\%\) at \(N=6\). The averaged up–up transmission falls per added layer by factors between 3.3 and 17.6. A smooth \(e^{-2\kappa d}/n\) law would give 6.7 to 7.3. Extending the range beyond 8 eV moves the magnetoresistance by at most 0.1 percentage point. A narrower range changes it strongly: its largest value for \(N=4\) to 10 is about 85% for 0 to 2 eV and 101% for 0 to 1 eV. The lead band is itself 8 eV wide, so holding lead propagation fixed over the full range is a model choice.

The limiting contrast of Section 6 is 0.258 here. Fits give 0.273 near \(N=100\) and 0.266 near \(N=200\). Removing the \(1/N\) term gives \(2(0.2659)-0.2733=0.2585\), within 0.4% of the limit. These thicknesses test the asymptotic law and do not represent devices.

### Effects left out

The table gives \(T\) with each effect divided by \(T\) without it, for up–up at fixed in-plane wavevector.

| Effect | \(N=6\) | \(N=10\) |
|---|---:|---:|
| Thermal spread, 300 K | 1.0005 | 0.9993 |
| 0.1 V tilt | 1.0000 | 0.9998 |
| One-layer roughness | 0.91 | 9.0 |

The tilt is a linear potential drop evaluated at one energy; it is not an average over the bias window. Its effect is small for up–up because equal couplings make the junction mirror symmetric, so the first order in the bias cancels. The up–down transmission changes at first order, by about 5% at \(N=5\) and 6% at \(N=8\). The down–up transmission changes in the opposite sense, so the antiparallel sum is nearly unchanged. The fields are 0.68 and 0.43 MV/cm. The thermionic factor \(e^{-(V-E)/k_BT}\), with \(T\) here the temperature, is \(4\times10^{-51}\) at 300 K, far below the tunnelling transmissions. It is only a scale estimate, since the lead band of this model ends at \(2t_l=4\) eV, exactly at the barrier band edge.

Roughness means 10% of the area at \(N-1\) and 10% at \(N+1\), conducting in parallel. At \(N=10\) the thinner tenth alone contributes \(0.1\times1.05\times10^{-7}/1.33\times10^{-9}=7.9\) of the factor 9.0. At this fixed in-plane wavevector, thin spots therefore fill in the dark thickness.

### Relation to MgO junctions

The layer spacing, the gap and the 1 to 2 nm thickness are roughly those of MgO tunnel junctions. The orbitals, hoppings and couplings are round model values and do not reproduce MgO's complex bands. In particular, the slowest MgO state at normal incidence has a purely imaginary wavevector near midgap, whereas this model has a complex pair there. The periods above are therefore not predictions for MgO. The largest magnetoresistance found for \(N=4\) to 10 with the 0 to 8 eV average, 51%, is below the rough 100% or more of good MgO junctions. It depends on the assumed in-plane range and couplings and is not a prediction either. Real films break the assumption of uniform thickness, which in the example changes \(T\) at fixed in-plane wavevector by the factors 0.91 and 9.0; these are not factors for the total current. Phonons, defects and image forces are also absent, and their effect has not been sized.

The numerical output follows.

## Computed values

```
layer spacing a = 0.21 nm; lead hopping = 2.0 eV; lead band centre = 0 eV
D = 2.0 eV, t = 2.0 eV, V = 4.0 eV, E = 1.0 eV from midgap
barrier gap 2V = 8.0 eV; s = 3.8730 eV
coupling vectors: up [1.5 0.5] eV, down [0.5 1.2] eV
q a = 1.2156 rad, kappa a = 0.9043
q = 5.788 1/nm, kappa = 4.306 1/nm
2 kappa = 8.613 1/nm; envelope factor per layer = 0.1639
oscillation period = 0.5427 nm = 2.584 layers
period indistinguishable at whole layers = 0.3425 nm
up-up: T0 = 5.4292, phi = arg C = 0.9995 rad
down-down: T0 = 3.3505, phi = arg C = -0.3570 rad
up-down: T0 = 4.2650, phi = arg C = 0.3212 rad
largest correction coefficient times exp(-2 kappa d): 13.03
Table columns: N | d (nm) | T up-up | thick formula | mean envelope T0 exp(-2 kappa d)
 4 | 1.05 | 6.3035e-04 | 6.3052e-04 | 6.4164e-04
 5 | 1.26 | 3.7967e-05 | 3.7963e-05 | 1.0515e-04
 6 | 1.47 | 3.4222e-05 | 3.4222e-05 | 1.7231e-05
 7 | 1.68 | 4.0662e-07 | 4.0662e-07 | 2.8238e-06
 8 | 1.89 | 6.0699e-07 | 6.0699e-07 | 4.6274e-07
 9 | 2.10 | 1.0491e-07 | 1.0491e-07 | 7.5832e-08
10 | 2.31 | 1.3297e-09 | 1.3297e-09 | 1.2427e-08
Table columns: N | P/AP at w=0 | T up-up averaged over w=0..8 eV | averaged TMR (%)
 4 | 0.6019 | 1.7876e-04 | -5.6
 5 | 6.449 | 1.0155e-05 | -12.7
 6 | 0.9705 | 2.9039e-06 | 51.2
 7 | 0.661 | 3.9128e-07 | -20.5
 8 | 6.973 | 3.5770e-08 | 25.8
 9 | 0.6487 | 1.0837e-08 | 8.1
10 | 1.908 | 8.8677e-10 | -17.4
overlap of the two states = 0.2500
two-channel contrast: computed 0.06250, (E/V)^2 = 0.06250
in-plane averaged contrast near N=100: 0.2733, near N=200: 0.2659
extrapolated contrast 0.2585, predicted limit 0.2575
unequal-hopping test: Dc=2.0, Dv=1.5, tc=2.0, tv=1.2 eV
equal decay found from -4.0 to 3.6 eV (0.1 eV grid)
kT at 300 K = 0.02585 eV; bias for tilt = 0.1 V
bright thickness: N = 6, T/(mean envelope) = 1.9860
  T ratio, thermal spread / none = 1.0005
  T ratio, tilted / flat = 1.0000
  T ratio, 10% area at N-1 and 10% at N+1 / uniform = 0.9121
  field at this bias = 0.680 MV/cm
dark thickness: N = 10, T/(mean envelope) = 0.1070
  T ratio, thermal spread / none = 0.9993
  T ratio, tilted / flat = 0.9998
  T ratio, 10% area at N-1 and 10% at N+1 / uniform = 8.9911
  field at this bias = 0.433 MV/cm
thermionic factor exp(-(V-E)/kT) = 4.00e-51
```
